# Landau Interaction and Compressibility of the Electron Gas from the RPA Energy

## Result

For a paramagnetic electron gas at zero temperature, two occupation derivatives of the RPA energy give, for \(\mathbf p,\mathbf p'\) on the Fermi surface and \(\mathbf p'\neq\pm\mathbf p\),

\[
f_{\mathbf p\sigma,\mathbf p'\sigma'}\equiv V\frac{\partial^2E}{\partial n_{\mathbf p\sigma}\partial n_{\mathbf p'\sigma'}}
=-\delta_{\sigma\sigma'}W(\mathbf p-\mathbf p',0)
-\int_{q\omega}W^2\big[g_{\mathbf p}(\mathbf q,i\omega)g_{\mathbf p'}(\mathbf q,i\omega)+g_{\mathbf p}(\mathbf q,i\omega)g_{\mathbf p'}(-\mathbf q,-i\omega)\big].
\tag{1}
\]

The first term is screened exchange. The other two carry two screened lines each. Their spherical average enters the compressibility through

\[
\frac{d\mu}{dn}=\frac{1+F_0^s}{N^*}.\tag{2}
\]

Conventions: hartree atomic units with \(m=\hbar=1\), volume \(V\), uniform neutralizing background, \(\varepsilon_{\mathbf p}=p^2/2\), \(v=4\pi/q^2\), \(W=v/(1-v\chi_0)\), \(W_c=W-v\), and

\[
g_{\mathbf p}(\mathbf q,i\omega)=\frac{1}{i\omega+\varepsilon_{\mathbf p}-\varepsilon_{\mathbf p+\mathbf q}},\qquad
\int_{q\omega}=\int\!\frac{d^3q}{(2\pi)^3}\int_{-\infty}^{\infty}\!\frac{d\omega}{2\pi}.
\]

## 1. Simple case: one channel of pairs

Scale the interaction by \(\lambda\). In the RPA the response is \(\chi_\lambda=\chi_0/(1-\lambda v\chi_0)\). The interaction energy follows from the density fluctuations, hence from \(-v\chi_\lambda\). The first-order part is removed because bare exchange is counted separately:

\[
-\int_0^1d\lambda\,v(\chi_\lambda-\chi_0)=\ln(1-v\chi_0)+v\chi_0 .
\]

Take one kind of pair, of energy \(\Delta\) and weight \(w\), in each of the channels \(\pm\mathbf q\). Then \(\chi_0=2w\Delta/(\omega^2-\Delta^2)\). With \(\Omega^2=\Delta^2+2vw\Delta\), the two channels together give, with \(\omega\) now running along the imaginary axis,

\[
F=\int\frac{d\omega}{2\pi}\left[\ln\frac{\omega^2+\Omega^2}{\omega^2+\Delta^2}-\frac{2vw\Delta}{\omega^2+\Delta^2}\right]=\Omega-\Delta-vw .
\]

**Limit.** For small \(v\), \(F\to-v^2w^2/(2\Delta)\), the second-order perturbation energy.

Now add two states 1 and 2 with \(d=\varepsilon_2-\varepsilon_1\) of either sign. The pair \(1\to2\) has weight \(n_1(1-n_2)\), and the reverse pair has weight \(n_2(1-n_1)\). In the time-ordered response the occupations, not the sign of \(d\), decide on which side of the real axis a pole lies:

\[
\delta\chi_0=\frac{n_1(1-n_2)}{\omega-d+i\eta}-\frac{n_2(1-n_1)}{\omega-d-i\eta}.
\]

Both weights have mixed derivative \(-1\), so

\[
\frac{\partial^2\chi_0}{\partial n_1\partial n_2}=-\frac1{\omega-d+i\eta}+\frac1{\omega-d-i\eta}=2\pi i\,\delta(\omega-d).
\]

The derivative of \(\ln(1-v\chi_0)+v\chi_0\) with respect to \(\chi_0\) is \(-W_c\). This contribution to the energy is therefore

\[
\int\frac{d\omega}{2\pi i}\,(-W_c)\,2\pi i\,\delta(\omega-d)=-W_c(d).\tag{3}
\]

Here \(W_c\) is built from the other pairs, and the two added pairs are taken one at a time. If both are present in a discrete system, their poles lie at exactly the same energy \(d\). The mode energies then depend only on \(n_1-n_2\), and for small added weights the mixed derivative is the bare \(v\) from the first-order subtraction, not \(-W_c\). In the gas this resonance is the single point \(\mathbf q=\mathbf p'-\mathbf p\) of the product term of section 2. Near it the integrand is \(1/[(i\omega-\xi)(-i\omega-\xi')]\) with \(\xi=\varepsilon_{\mathbf p+\mathbf q}-\varepsilon_{\mathbf p}\) and \(\xi'=\varepsilon_{\mathbf p'-\mathbf q}-\varepsilon_{\mathbf p'}\). For \(\mathbf p'\neq\pm\mathbf p\) these are independent variables, so the singularity is integrable over \(\omega,\xi,\xi'\) and (3) stands for smoothly varied occupations.

Had the response been written on the imaginary axis from the start, the two fractions would have merged into \((n_1-n_2)/(i\omega-d)\). That form is linear in the occupations, its mixed derivative vanishes, and the term (3) is lost. The pole positions must be kept until the derivatives are taken.

Diagonalizing a discrete ring problem, with the pair and the reverse pair (at negative energy) added one at a time, gives 0.542239 in model units, equal to \(-W_c\) to all printed digits. The value is positive because \(d=0.25\) lies below the lowest pair energy of the model, 0.7. There \(\chi_0(d)<0\) and \(W<v\), so screening weakens the exchange attraction. At larger \(|d|\), \(W_c(d)\) can have either sign.

## 2. General case: the electron gas

For arbitrary occupations the energy is

\[
E=\sum_{\mathbf k\sigma}n_{\mathbf k\sigma}\varepsilon_{\mathbf k}-\frac1{2V}\sum_{\sigma,\mathbf k\ne\mathbf k'}v(\mathbf k-\mathbf k')n_{\mathbf k\sigma}n_{\mathbf k'\sigma}
+\frac12\sum_{\mathbf q}\int\frac{d\omega}{2\pi i}\left[\ln(1-v\chi_0)+v\chi_0\right],
\]

with the pole rule of section 1 in \(\chi_0\). Two derivatives of the ring term produce two kinds of contribution.

**Second derivative of \(\chi_0\).** The channels \(\mathbf q=\pm(\mathbf p'-\mathbf p)\) contribute half of (3) each, so the result is \(-W_c(\mathbf p-\mathbf p',\varepsilon_{\mathbf p'}-\varepsilon_{\mathbf p})/V\). A density pair keeps its spin, hence \(\delta_{\sigma\sigma'}\). Bare exchange contributes \(-\delta_{\sigma\sigma'}v/V\), and the sum is \(-\delta_{\sigma\sigma'}W/V\). On the Fermi surface the frequency is zero and \(W\) is real.

**Product of first derivatives.** When \(\mathbf p\) is on the Fermi surface, all empty states lie above it and all filled ones below. The contour can then be turned to the imaginary axis without crossing a pole. There the weights combine to \(n_{\mathbf k}-n_{\mathbf k+\mathbf q}\), and \(\mathbf p\) appears once as \(\mathbf k\) and once as \(\mathbf k+\mathbf q\):

\[
V\frac{\partial\chi_0}{\partial n_{\mathbf p}}=D_{\mathbf p}
=\frac1{i\omega+\varepsilon_{\mathbf p}-\varepsilon_{\mathbf p+\mathbf q}}-\frac1{i\omega+\varepsilon_{\mathbf p-\mathbf q}-\varepsilon_{\mathbf p}}
=g_{\mathbf p}(\mathbf q,i\omega)+g_{\mathbf p}(-\mathbf q,-i\omega).
\]

Since \(W=1/(v^{-1}-\chi_0)\), we have \(\partial W/\partial\chi_0=W^2\). The second derivative of the bracket is \(-W^2\), which gives

\[
f^{(2)}=-\frac12\int_{q\omega}W^2D_{\mathbf p}D_{\mathbf p'} .
\]

The product \(D_{\mathbf p}D_{\mathbf p'}\) has four terms. The change of variables \((\mathbf q,\omega)\to(-\mathbf q,-\omega)\) leaves \(W\) unchanged and maps them onto each other in pairs. The factor \(\tfrac12\) cancels and (1) follows. In one term both electrons receive \(\mathbf q\); in the other they receive opposite momenta.

**Limit of small \(q\).** At fixed \(\omega\), \(g\to1/(i\omega)\). The same-\(\mathbf q\) product tends to \(-1/\omega^2\) and the opposite-\(\mathbf q\) product to \(+1/\omega^2\). Because \(\chi_0\to-nq^2/\omega^2\), the interaction stays proportional to \(1/q^2\) at finite imaginary frequency. Each term then contains \(\int q^2dq/q^4\), which diverges as the inverse of a lower cutoff. The sum is safe because

\[
D_{\mathbf p}=-\frac{q^2}{q^4/4-(\mathbf p\cdot\mathbf q-i\omega)^2}\longrightarrow-\frac{q^2}{\omega^2}.
\]

At \(r_s=2\), halving the cutoff from \(0.01k_F\) to \(0.005k_F\) changes the spherical averages of the two terms from 338.4 and −339.7 to 678.8 and −680.0 hartree bohr³. Their sum stays at −1.244. The two terms therefore have no separate values.

**Opposite momenta.** For \(\mathbf p'=-\mathbf p\), the second product in (1) is \(1/[\omega^2+(\varepsilon_{\mathbf p+\mathbf q}-\varepsilon_{\mathbf p})^2]\). Integrated over frequency and energy difference near zero, it diverges logarithmically. This is why (1) excludes that point; the angular moments used below are finite.

## 3. Angular moments

Write \(f(\theta)=\sum_lf_lP_l(\cos\theta)\) and expand \(D_{\mathbf p}=\sum_l(2l+1)d_lP_l(\hat{\mathbf p}\cdot\hat{\mathbf q})\). Averaging over the direction of \(\mathbf q\) with

\[
\int\frac{d\Omega_q}{4\pi}P_l(\hat{\mathbf p}\cdot\hat{\mathbf q})P_{l'}(\hat{\mathbf p}'\cdot\hat{\mathbf q})=\frac{\delta_{ll'}}{2l+1}P_l(\cos\theta)
\]

gives

\[
f_l^{(2)}=-\frac{2l+1}{2}\int_{q\omega}W^2d_l^2 .\tag{4}
\]

For general \(k\), integrating the two fractions in \(D_{\mathbf k}\) over the angle yields complex-conjugate logarithms, whose sum is

\[
d_0(k)=-\frac1{2kq}\ln\frac{(k+q/2)^2+\omega^2/q^2}{(k-q/2)^2+\omega^2/q^2},
\qquad \chi_0=\frac1{\pi^2}\int_0^{k_F}k^2d_0(k)\,dk .
\]

**Limit.** At \(\omega=0\), \(q\to0\), \(d_0\to-1/k^2\) and \(\chi_0\to-k_F/\pi^2\), minus the free density of states, as static screening requires.

For \(l=1\) set \(k=k_F\), \(x=q/k_F\), \(u=\omega/(qk_F)\), \(a=x/2-iu\) and \(\ell=\ln[(a+1)/(a-1)]\). The two angular integrals are \(\tfrac12(2-a\ell)\) and \(\tfrac12(-2+a^*\ell^*)\), so

\[
d_1=-\frac{a^*\ell^*-a\ell}{2xk_F^2}=\frac{i\,\mathrm{Im}(a\ell)}{xk_F^2}.
\]

Thus \(d_0^2>0\) makes \(f_0^{(2)}\) negative, while \(d_1^2<0\) makes \(f_1^{(2)}\) positive.

Define \(f^{s,a}=\tfrac12(f_{\uparrow\uparrow}\pm f_{\uparrow\downarrow})\). The two-line terms are the same for both spin arrangements. With \(\langle\cdot\rangle\) the average over the angle between two Fermi-surface points and \(W\) static,

\[
f_0^s=-\tfrac12\langle W\rangle+f_0^{(2)},\quad f_0^a=-\tfrac12\langle W\rangle,\quad
f_1^s=-\tfrac32\langle W\cos\theta\rangle+f_1^{(2)} .
\]

## 4. The velocity that belongs to this interaction

The quasiparticle energy is \(\partial E/\partial n_{\mathbf p}\). Let \(p\) lie slightly above \(k_F\). The imaginary-axis part of the ring term is

\[
L(p)=-\frac12\int_{q\omega}W_c\,d_0(p).
\]

Empty states \(\mathbf k\) with \(k_F<k<p\) lie below \(\mathbf p\), and their poles are on the wrong side for turning the contour. The difference between the two pole positions is \(-2\pi i\,\delta(\omega-\varepsilon_{\mathbf k}+\varepsilon_{\mathbf p})\). Multiplied by \(-W_c/(2\pi i)\), it adds \(+\int_{k_F<k<p}\frac{d^3k}{(2\pi)^3}W_c\). With \(W_c=W-v\), bare exchange and this term combine to

\[
-\int_{k<p}\frac{d^3k}{(2\pi)^3}\,v(\mathbf p-\mathbf k)+\int_{k_F<k<p}\frac{d^3k}{(2\pi)^3}\,W .
\]

For the first integral measure distance \(s\) from \(\mathbf p\), which lies on the surface of the sphere. Along a direction at angle \(\alpha\) to the inward normal, \(s\) runs up to \(2p\cos\alpha\), and

\[
\frac{4\pi}{8\pi^3}\,2\pi\int_0^1 2p\,c\,dc=\frac p\pi .
\]

The shell integral has slope \(4\pi k_F^2\langle W\rangle/(8\pi^3)\). Therefore

\[
v^*=k_F-\frac1\pi+\frac{k_F^2}{2\pi^2}\langle W\rangle+L'(k_F).\tag{5}
\]

The logarithmic divergence of the bare-exchange slope has gone, because \(\langle W\rangle\) is finite. The mass \(m^*=k_F/v^*\) is the on-shell one, with bare energies in the self-energy. A mass from a Dyson equation with a renormalization factor would not match this \(f\).

## 5. Compressibility

Adding density \(dn\) moves the Fermi momentum by \(dk_F=\pi^2dn/k_F^2\). The chemical potential changes through the velocity and through the interaction with the added electrons:

\[
\frac{d\mu}{dn}=\frac{\pi^2v^*}{k_F^2}+f_0^s=\frac{1+F_0^s}{N^*},\qquad N^*=\frac{k_F^2}{\pi^2v^*},\quad F_l^{s,a}=N^*f_l^{s,a}.
\]

Now differentiate the energy directly. Electrons are added at \(k_F\), so \(\partial\chi_0/\partial n=d_0(k_F)\), and

\[
\mu=\frac{k_F^2}2-\frac{k_F}\pi-\frac12\int_{q\omega}W_cd_0(k_F).
\]

A second derivative, with \(\partial W/\partial n=W^2d_0\), gives

\[
\frac{d\mu}{dn}=\frac{\pi^2}{k_F^2}\left[k_F-\frac1\pi+L'(k_F)\right]+f_0^{(2)} .\tag{6}
\]

Inserting (5) into the Landau expression gives the same result: the velocity supplies \(+\tfrac12\langle W\rangle\) and \(f_0^s\) supplies \(-\tfrac12\langle W\rangle\). The compressibility thus confirms the spherical average of the two-line terms but says nothing about the size of the screened exchange.

## 6. Two further checks

**Spin polarization.** For \(M=n_\uparrow-n_\downarrow\), each spin density changes by \(\pm M/2\) and each Fermi momentum by \(\pm\pi^2M/k_F^2\). The energy density rises by \(\tfrac12AM^2\) with \(A=\pi^2v^*/k_F^2+f_0^a=(1+F_0^a)/N^*\). Here the two-line terms drop out, and \(A\) equals (6) without \(f_0^{(2)}\).

**Moving Fermi sphere.** Shift all momenta by \(\mathbf K\). Pair energies change by \(\mathbf q\cdot\mathbf K\), which a shift of the real frequency removes, since the pole sides follow the occupations. The interaction energy is unchanged and the total rises by \(nK^2/2\) per volume. In Landau's description the surface moves by \(K\cos\theta\), so

\[
\frac{k_F^2}{\pi^2}\frac{v^*K^2}6+\frac12\left(\frac{k_F^2}{\pi^2}\right)^2\frac{f_1^sK^2}9=\frac{k_F^3K^2}{6\pi^2}
\;\Rightarrow\; v^*\left(1+\frac{F_1^s}3\right)=k_F .
\]

This relation contains \(\langle W(1-\cos\theta)\rangle\) and does test the screened exchange. In the Hartree–Fock limit \(W\to v\), without \(L'\) and \(f^{(2)}\), \(\langle v(1-\cos\theta)\rangle=2\pi/k_F^2\) contributes \(+1/\pi\) and cancels the \(-1/\pi\) in (5).

## 7. Numbers at \(r_s=2\) bohr

The density is \(n=0.029842\) bohr⁻³ and \(k_F=0.95958\) bohr⁻¹. Equation (5) reads, in atomic units,

\[
v^*=0.95958-0.31831+0.23534+0.09042=0.96703 .
\]

Hence \(m^*/m=0.992\) and \(N^*=0.09648\) hartree⁻¹ bohr⁻³. In hartree bohr³, \(f_0^s=-2.52254-1.24373=-3.76627\), so \(F_0^s=-0.3634\) and

\[
\frac{d\mu}{dn}=\frac{1-0.3634}{0.09648}=6.60\ \text{hartree bohr}^3 .
\]

The numerical second derivative of the total energy agrees: 6.59896 by both routes. Without the two-line terms the result is 7.84, which is 19% above the RPA value. The bulk modulus \(n^2d\mu/dn\) is \(5.88\times10^{-3}\) hartree/bohr³, or 173 GPa, for this model gas.

For the moving sphere, \(f_1^s=-1.5562+1.3165=-0.2397\) hartree bohr³. The two parts nearly cancel, and \(v^*(1+F_1^s/3)=0.95958\) reproduces \(k_F\). Without the two-line term it would be 0.91864.

| \(r_s\) (bohr) | \(m^*/m\) | \(F_0^s\) | \(F_0^a\) | \(F_1^s\) |
|---|---|---|---|---|
| 1 | 0.968 | −0.200 | −0.162 | −0.096 |
| 2 | 0.992 | −0.363 | −0.243 | −0.023 |
| 4 | 1.064 | −0.742 | −0.358 | 0.193 |

The mass passes through the bare value between \(r_s=2\) and 4, and \(F_1^s\) changes sign with it, as \(m^*/m=1+F_1^s/3\) demands. At \(r_s=4\) the two-line terms lower \(d\mu/dn\) from 12.41 to 4.99 hartree bohr³. The inverse compressibility would vanish at \(F_0^s=-1\); none of the three densities reaches that point. For charged electrons in a fixed background this would not by itself make the uniform state unstable, because a density wave of small \(q\) also costs electrostatic energy proportional to \(1/q^2\).

These are properties of the RPA energy. Exchange corrections to the rings and repeated scattering of two electrons are left out. Agreement between (2) and (6) shows that the derivatives are consistent, not that the RPA is accurate at these densities. The full set of values is in the numerical output.

## Computed results

```
Discrete ring problem (model energy units)
  exchange part: diagonalized 0.542239, -W_c 0.542239
  W^2 part: diagonalized -0.123554, integral -0.123554
r_s = 1 bohr: kF = 1.919158 1/bohr, n = 2.387324e-01 1/bohr^3
  v* = 1.982908 a.u., m*/m = 0.96785, N* = 0.188200 1/(hartree bohr^3)
  F0s = -0.19972, F0a = -0.16229, F1s = -0.09645
  dmu/dn: Landau 4.25227, energy 4.25227, free 5.14267 hartree bohr^3
  dmu/dn without W^2 terms = 4.45117 hartree bohr^3
  spin stiffness: Landau 4.4512, energy 4.4512 hartree bohr^3
  v*(1+F1s/3) = 1.919158, without W^2 terms 1.887527 a.u.
r_s = 2 bohr: kF = 0.959579 1/bohr, n = 2.984155e-02 1/bohr^3
  v* = 0.967032 a.u., m*/m = 0.99229, N* = 0.096476 1/(hartree bohr^3)
  F0s = -0.36336, F0a = -0.24337, F1s = -0.02312
  dmu/dn: Landau 6.59896, energy 6.59896, free 10.28535 hartree bohr^3
  dmu/dn without W^2 terms = 7.84269 hartree bohr^3
  spin stiffness: Landau 7.8427, energy 7.8427 hartree bohr^3
  v*(1+F1s/3) = 0.959579, without W^2 terms 0.918638 a.u.
  <W> = 5.04508, <W cos> = 1.03744 hartree bohr^3
  velocity parts: -1/pi = -0.318310, shell 0.235342, L' 0.090420 a.u.
  f0s parts: exchange -2.52254, W^2 -1.24373 hartree bohr^3
  f1s parts: exchange -1.55616, W^2 1.31651 hartree bohr^3
  bulk modulus n^2 dmu/dn = 5.876496e-03 hartree/bohr^3 = 172.892 GPa
  compressibility ratio kappa/kappa_free = 1.55863
  q > 0.01 kF: same-q 338.435, opposite-q -339.678, sum -1.24373 hartree bohr^3
  q > 0.005 kF: same-q 678.799, opposite-q -680.043, sum -1.24373 hartree bohr^3
r_s = 4 bohr: kF = 0.479790 1/bohr, n = 3.730194e-03 1/bohr^3
  v* = 0.450743 a.u., m*/m = 1.06444, N* = 0.051745 1/(hartree bohr^3)
  F0s = -0.74186, F0a = -0.35798, F1s = 0.19332
  dmu/dn: Landau 4.98867, energy 4.98867, free 20.57069 hartree bohr^3
  dmu/dn without W^2 terms = 12.40731 hartree bohr^3
  spin stiffness: Landau 12.4073, energy 12.4072 hartree bohr^3
  v*(1+F1s/3) = 0.479790, without W^2 terms 0.431691 a.u.
```
